# Trapped Fraction at a Thermally Stimulated Current Maximum: 1/e and 1/2: test program

```python
"""Trapped fraction left at a thermally stimulated current maximum.

Kinetics: df/dt = -s f^b exp(-E/kT), T rising linearly at rate beta,
current proportional to -df/dt.  With x = E/kT at the maximum and
g(x) = x exp(x) E2(x) (E2: exponential integral of order two), a cold start gives
    f = exp(-g) for b = 1,   f = 1 - g/2 for b = 2,
which tend to 1/e and 1/2 when x is large.
f: fraction still trapped; s: attempt rate (1/s); E: trap depth (eV).
The tests integrate the rate equations and locate the maximum numerically.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.special import expn

K_EV = const.k / const.e


def g_of(x):
    return x * np.exp(x) * expn(2, x)


def fraction_formula(order, g):
    if order == 1:
        return np.exp(-g)
    return (1 - (order - 1) * g / order) ** (1 / (order - 1))


def locate_maximum(log_signal, grid, step=0.02):
    """Zero of the central difference of a logarithmic signal."""
    values = np.array([log_signal(T) for T in grid])
    i = int(np.argmax(values))
    assert 0 < i < len(grid) - 1, "maximum is not inside the range"
    return brentq(lambda T: log_signal(T + step) - log_signal(T - step),
                  grid[i - 1], grid[i + 1], xtol=1e-9)


def integrate_peak(log_rate, heating, start, stop, log_signal=None):
    """log_rate(T, y) = ln(-dy/dt) with y = ln f; returns T and f at the peak."""
    sol = solve_ivp(lambda T, y: [-np.exp(log_rate(T, y[0])) / heating(T)],
                    (start, stop), [0.0], method="DOP853", rtol=1e-11,
                    atol=1e-12, max_step=2.0, dense_output=True)
    assert sol.success
    if log_signal is None:
        def log_signal(T, y):
            return log_rate(T, y) + y
    T_peak = locate_maximum(lambda T: log_signal(T, sol.sol(T)[0]),
                            np.linspace(start + 1, stop - 1, 400))
    return T_peak, float(np.exp(sol.sol(T_peak)[0]))


def simple_rate(order, attempt, depth_K):
    return lambda T, y: np.log(attempt) - depth_K / T + (order - 1) * y


# Example inputs: rough typical values for a charged fluoropolymer film
E = 1.2                 # eV
s = 1.0e12              # 1/s
beta = 3.0 / 60         # K/s
T_start = 300.0         # K
thickness = 25e-6       # m
charge = 0.02           # uC/cm2
collected = 0.5         # external charge per unit of lost charge
eps_r = 2.1
depth_K = E / K_EV


def linear(T):
    return beta


# Scan of E/kT: numerical peak against formula, bounds and limits
scan = []
for x_nominal in (5.0, 10.0, 20.0, 40.0):
    T_nom = 400.0
    attempt = beta * x_nominal / T_nom * np.exp(x_nominal)
    row = []
    for order in (1, 1.5, 2):
        rate = simple_rate(order, attempt, x_nominal * T_nom)
        T_p, f_p = integrate_peak(rate, linear, 20.0, 520.0)
        x_p = x_nominal * T_nom / T_p
        assert abs(f_p - fraction_formula(order, g_of(x_p))) < 1e-5
        if order == 1:
            assert np.exp(-1) < f_p < np.exp(-1 + 2 / x_p)
        if order == 2:
            assert 0.5 < f_p < 0.5 + 1 / x_p
        row.append((x_p, f_p))
    scan.append(row)
x1, f1 = scan[-1][0]
x2, f2 = scan[-1][2]
# the next term of the expansion is smaller by a factor of order 1/x
assert abs((f1 - np.exp(-1)) * np.e * x1 / 2 - 1) < 4 / x1
assert abs((f2 - 0.5) * x2 - 1) < 4 / x2

# Heating with 1/T linear in time: limits hold already at moderate E/kT
attempt = beta * 10 / 400 * np.exp(10.0)
reciprocal = []
for order, limit in ((1, np.exp(-1)), (2, 0.5)):
    _, f_p = integrate_peak(simple_rate(order, attempt, 4000.0),
                            lambda T: beta * (T / 400.0) ** 2, 20.0, 520.0)
    assert abs(f_p - limit) < 1e-5
    reciprocal.append(f_p)

# Worked example: peak temperature from the formula, then from integration
example = {}
for order in (1, 2):
    def condition(T, b=order):
        x = depth_K / T
        return (np.log(s * T / (beta * x)) - x
                + np.log(b - (b - 1) * g_of(x)))
    T_formula = brentq(condition, 350.0, 500.0)
    T_p, f_p = integrate_peak(simple_rate(order, s, depth_K), linear,
                              T_start, 540.0)
    x_p = depth_K / T_p
    assert abs(T_p - T_formula) < 2e-3
    assert abs(f_p - fraction_formula(order, g_of(x_p))) < 2e-5
    loss_rate = s * f_p ** order * np.exp(-x_p)
    current = collected * charge * 1e6 * loss_rate      # pA/cm2
    example[order] = (T_p, x_p, f_p, current)
T1, x1, f1, j1 = example[1]
T2, x2, f2, j2 = example[2]

# Warm start: the lower limit of the integral matters
T_warm = 400.0
warm = {}
for order in (1, 2):
    T_p, f_p = integrate_peak(simple_rate(order, s, depth_K), linear,
                              T_warm, 540.0)
    x_p = depth_K / T_p
    G = g_of(x_p) - (x_p * np.exp(x_p) * T_warm / T_p
                     * expn(2, depth_K / T_warm))
    assert abs(f_p - fraction_formula(order, G)) < 2e-5
    warm[order] = f_p
early_loss = s / beta * T_start * expn(2, depth_K / T_start)

# Conductivity readout with lifetime proportional to 1/f, second order
T_c, f_c = integrate_peak(simple_rate(2, s, depth_K), linear, T_start, 560.0,
                          log_signal=lambda T, y: y - depth_K / T)
assert abs(f_c - (1 - g_of(depth_K / T_c))) < 1e-4

# Attempt rate growing as T squared
T_q, f_q = integrate_peak(
    lambda T, y: np.log(s) + 2 * np.log(T / T1) - depth_K / T,
    linear, T_start, 540.0)
x_q = depth_K / T_q
assert abs(f_q - np.exp(-(x_q + 2) * np.exp(x_q) * expn(4, x_q))) < 2e-5

# Full equations: traps, free carriers and recombination centres
capture = 1.0e6     # 1/s, recombination coefficient times trap density


def full_model(ratio, stop, conductivity=False):
    """ratio = retrapping / recombination coefficient; traps full at start."""
    def rhs(T, state):
        m, c = state            # filled centres, free carriers (per trap)
        e = s * np.exp(-depth_K / T)
        recomb = capture * c * m
        return [-recomb / beta,
                (e * (m - c) - capture * ratio * (1 - m + c) * c
                 - recomb) / beta]

    def jac(T, state):
        m, c = state
        e = s * np.exp(-depth_K / T)
        a, r = capture, capture * ratio
        return np.array([[-a * c, -a * m],
                         [e + r * c - a * c,
                          -e - r * (1 - m + 2 * c) - a * m]]) / beta

    sol = solve_ivp(rhs, (T_start, stop), [1.0, 0.0], method="Radau", jac=jac,
                    rtol=1e-7, atol=[1e-11, 1e-18], max_step=1.0,
                    dense_output=True)
    assert sol.success

    def log_signal(T):
        m, c = sol.sol(T)
        return np.log(c) if conductivity else np.log(c * m)
    T_p = locate_maximum(log_signal, np.arange(360.0, stop - 2, 2.0), step=1.0)
    m, c = sol.sol(T_p)
    return T_p, float(m - c)


T_none, f_none = full_model(0.0, 445.0)
T_equal, f_equal = full_model(1.0, 510.0)
T_cond, f_cond = full_model(1.0, 510.0, conductivity=True)
# tolerance: finite difference step of 1 K in locating the maximum
assert abs(f_none - f1) < 2e-3 and abs(T_none - T1) < 0.1
assert abs(f_equal - f2) < 2e-3 and abs(T_equal - T2) < 0.1
assert abs(f_cond - f_c) < 2e-3
_, f_weak = full_model(0.1, 510.0)
_, f_strong = full_model(10.0, 510.0)


# Gaussian spread of trap depths, first order
def spread_peak(width):
    depths = E + width * np.linspace(-5, 5, 201)
    weights = np.exp(-0.5 * ((depths - E) / width) ** 2)
    weights /= weights.sum()

    def left(T):
        return weights * np.exp(-s / beta * T * expn(2, depths / (K_EV * T)))

    def log_current(T):
        return np.log(np.sum(left(T) * s * np.exp(-depths / (K_EV * T))))
    T_p = locate_maximum(log_current, np.linspace(340.0, 500.0, 321))
    return T_p, float(left(T_p).sum())


assert abs(spread_peak(1e-4)[1] - f1) < 1e-4
width = 0.05
T_g, f_g = spread_peak(width)

# Barrier lowering by the film's own field, which decays with the charge
field = charge * 1e-2 / (const.epsilon_0 * eps_r)            # V/m
voltage = field * thickness
hop_length = 1e-9
lower_neutral = field * hop_length                            # eV
lower_coulomb = np.sqrt(const.e * field / (np.pi * const.epsilon_0 * eps_r))


def field_peak(lowering, power):
    return integrate_peak(
        lambda T, y: np.log(s) - (E - lowering * np.exp(power * y)) / (K_EV * T),
        linear, 250.0, 500.0)


T_n, f_n = field_peak(lower_neutral, 1.0)
T_pf, f_pf = field_peak(lower_coulomb, 0.5)
lifetime_years = np.exp(depth_K / T_start) / s / const.year

print(f"limits 1/e and 1/2: {np.exp(-1):.4f}, {0.5:.4f}")
print("scan: E/kT and fraction, first order; same, second order")
for row in scan:
    print(f"  {row[0][0]:.3f} {row[0][1]:.4f} ; {row[2][0]:.3f} {row[2][1]:.4f}")
print(f"order 1.5, E/kT = {scan[-1][1][0]:.3f}: fraction {scan[-1][1][1]:.4f}")
print(f"1/T heating, E/kT near 10: {reciprocal[0]:.5f}, {reciprocal[1]:.5f}")
print(f"trap depth {E:.2f} eV, attempt rate {s:.1e} 1/s")
print(f"heating rate {beta:.3f} K/s, start {T_start:.0f} K")
print(f"film {thickness*1e6:.0f} um, permittivity ratio {eps_r:.1f}")
print(f"charge {charge:.3f} uC/cm2, collected share {collected:.2f}")
for order in (1, 2):
    T_p, x_p, f_p, j_p = example[order]
    print(f"order {order}: peak {T_p:.2f} K = {T_p-const.zero_Celsius:.1f} C")
    print(f"  E/kT {x_p:.3f}, g {g_of(x_p):.5f}")
    print(f"  fraction left {f_p:.4f}, released {1-f_p:.4f}")
    print(f"  peak current density {j_p:.2f} pA/cm2")
print(f"first-order estimate (1+2/x)/e: {(1+2/x1)/np.e:.4f}")
print(f"second-order estimate 1/2+1/x: {0.5+1/x2:.4f}")
print(f"first-order trap lifetime at start T: {lifetime_years:.2f} years")
print(f"integral A omitted below start T: {early_loss:.2e}")
print(f"start at {T_warm:.0f} K: fractions {warm[1]:.4f}, {warm[2]:.4f}")
print(f"T^2 attempt rate, first order: fraction {f_q:.4f}")
print(f"conductivity readout, order 2: {T_c:.1f} K, fraction {f_c:.4f}")
print(f"full model, capture rate {capture:.1e} 1/s:")
print(f"  no retrapping: {T_none:.2f} K, fraction {f_none:.4f}")
print(f"  equal capture: {T_equal:.2f} K, fraction {f_equal:.4f}")
print(f"  equal capture, conductivity: {T_cond:.1f} K, {f_cond:.4f}")
print(f"  capture ratio 0.1: fraction {f_weak:.4f}")
print(f"  capture ratio 10: fraction {f_strong:.4f}")
print(f"depth spread {width:.2f} eV, order 1: {T_g:.1f} K, fraction {f_g:.4f}")
print(f"own field {field*1e-8:.3f} MV/cm, film voltage {voltage:.0f} V")
print(f"neutral trap, length {hop_length*1e9:.1f} nm:")
print(f"  lowering {lower_neutral:.4f} eV, {T_n:.1f} K, fraction {f_n:.4f}")
print("Coulombic trap (Poole-Frenkel), order 1:")
print(f"  lowering {lower_coulomb:.4f} eV, {T_pf:.1f} K, fraction {f_pf:.4f}")
print("tests ok")
```

Output:

```
limits 1/e and 1/2: 0.3679, 0.5000
scan: E/kT and fraction, first order; same, second order
  5.000 0.4774 ; 5.163 0.6275
  10.000 0.4301 ; 10.120 0.5774
  20.000 0.4015 ; 20.076 0.5436
  40.000 0.3854 ; 40.043 0.5233
order 1.5, E/kT = 40.022: fraction 0.4654
1/T heating, E/kT near 10: 0.36788, 0.50000
trap depth 1.20 eV, attempt rate 1.0e+12 1/s
heating rate 0.050 K/s, start 300 K
film 25 um, permittivity ratio 2.1
charge 0.020 uC/cm2, collected share 0.50
order 1: peak 419.88 K = 146.7 C
  E/kT 33.165, g 0.94458
  fraction left 0.3888, released 0.6112
  peak current density 15.36 pA/cm2
order 2: peak 419.24 K = 146.1 C
  E/kT 33.216, g 0.94466
  fraction left 0.5277, released 0.4723
  peak current density 10.45 pA/cm2
first-order estimate (1+2/x)/e: 0.3901
second-order estimate 1/2+1/x: 0.5301
first-order trap lifetime at start T: 4.57 years
integral A omitted below start T: 8.60e-07
start at 400 K: fractions 0.4588, 0.6320
T^2 attempt rate, first order: fraction 0.3872
conductivity readout, order 2: 456.3 K, fraction 0.0598
full model, capture rate 1.0e+06 1/s:
  no retrapping: 419.87 K, fraction 0.3892
  equal capture: 419.24 K, fraction 0.5276
  equal capture, conductivity: 456.4 K, 0.0598
  capture ratio 0.1: fraction 0.4321
  capture ratio 10: fraction 0.5191
depth spread 0.05 eV, order 1: 415.8 K, fraction 0.4818
own field 0.108 MV/cm, film voltage 269 V
neutral trap, length 1.0 nm:
  lowering 0.0108 eV, 417.1 K, fraction 0.4017
Coulombic trap (Poole-Frenkel), order 1:
  lowering 0.1718 eV, 363.7 K, fraction 0.5783
tests ok
```
